# Plane-wave cutoff convergence of the RPA correlation energy in jellium

A calculation of the correlation energy in the random-phase approximation (RPA) needs the response of the electron density to a potential of every wavelength. In a plane-wave basis the list of wavelengths has to end somewhere. Density waves with wavenumber $q\le q_c$ are kept, the rest are dropped, and the cutoff is quoted as an energy,

$$E_{\rm cut}=\frac{\hbar^2q_c^2}{2m}.$$

When $E_{\rm cut}$ is raised, the energy keeps sinking, slowly and smoothly. How much is still missing at a given cutoff, and can it be recovered without going higher?

The question is answered here for jellium: $N$ electrons in a volume $V$, with uniform density $n=N/V$, no spin polarization and a neutralizing background. The cutoff acts on the momentum transfer $q$ alone; the sum over empty one-electron states is taken as complete. A calculation that also truncates the empty states has a second error, not treated here.

## The estimate on the back of an envelope

Two electrons interact through the Coulomb potential, whose Fourier component is $v=e^2/(\varepsilon_0q^2)$. In one collision they exchange momentum $\hbar\mathbf q$, with matrix element $v/V$. If $q$ is much larger than the Fermi wavenumber $k_F$, both electrons were nearly at rest beforehand, and each ends with kinetic energy close to

$$\varepsilon_q=\frac{\hbar^2q^2}{2m}.$$

Second-order perturbation theory lowers the energy of the pair by $(v/V)^2/(2\varepsilon_q)$ for each $\mathbf q$. With about $N^2/2$ pairs, one wavevector contributes

$$e_{\mathbf q}\approx-\frac{N^2}{2}\,\frac{v^2}{V^2}\,\frac{1}{2\varepsilon_q}=-\frac{n^2v^2}{4\varepsilon_q}\propto q^{-4}\,q^{-2}=q^{-6}.$$

The number of wavevectors between $q$ and $q+dq$ is $Vq^2dq/(2\pi^2)$. The radial integrand therefore falls as $q^{-4}$, and the part beyond $q_c$ is proportional to

$$\int_{q_c}^\infty\frac{dq}{q^4}=\frac{1}{3q_c^3}\propto E_{\rm cut}^{-3/2}.$$

The estimate ignores the motion of the electrons before the collision, the Pauli principle and all higher orders. The derivation below shows what each of these does.

## The RPA energy as an integral over density waves

Let the interaction be multiplied by $\lambda$, with $0\le\lambda\le1$. The ground-state energy changes at the rate $dE/d\lambda=\langle W\rangle_\lambda$, where

$$W=\frac{1}{2V}\sum_{\mathbf q\neq0}v\,(\rho_{\mathbf q}\rho_{\mathbf q}^\dagger-N)$$

is the full interaction and $\rho_{\mathbf q}$ a Fourier component of the density operator. The correlation energy is what remains after the kinetic and exchange energies of the noninteracting ground state are removed:

$$E_c=\int_0^1d\lambda\,\big(\langle W\rangle_\lambda-\langle W\rangle_0\big).$$

The density fluctuations follow from the response function $\chi_\lambda$, the density change per unit potential energy. At imaginary frequency $iu$ it is a sum over excited states $s$ with excitation energies $E_s$,

$$\chi_\lambda(q,iu)=-\frac1V\sum_s|\langle s|\rho_{\mathbf q}^\dagger|0\rangle|^2\frac{2E_s}{E_s^2+\hbar^2u^2}.$$

Since $\int_0^\infty du\,2E_s/(E_s^2+\hbar^2u^2)=\pi/\hbar$, integration over $u$ leaves the sum of squared matrix elements:

$$\frac1V\langle\rho_{\mathbf q}\rho_{\mathbf q}^\dagger\rangle_\lambda=-\frac{\hbar}{\pi}\int_0^\infty du\,\chi_\lambda(q,iu).$$

This is the fluctuation-dissipation relation. Inserted in $E_c$, with the sum over $\mathbf q$ written as $V\int d^3q/(2\pi)^3$, it gives

$$\frac{E_c}{V}=-\frac{\hbar}{2\pi}\int\!\frac{d^3q}{(2\pi)^3}\int_0^1\!d\lambda\int_0^\infty\!du\;v(\chi_\lambda-\chi_0).$$

The approximation enters now. In the direct RPA the electrons respond as independent particles to the applied potential $\phi$ plus the mean Coulomb potential of the induced density $\delta n$. Then $\delta n=\chi_0(\phi+\lambda v\,\delta n)$, so

$$\chi_\lambda=\frac{\chi_0}{1-\lambda v\chi_0}.$$

The coupling integral is elementary, $\int_0^1d\lambda\,v\chi_\lambda=-\ln(1-v\chi_0)$. With $x=-v\chi_0$, which is positive at imaginary frequency,

$$\frac{E_c}{V}=\frac{\hbar}{2\pi}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!du\,[\ln(1+x)-x].\qquad(1)$$

The bracket is negative for every $x>0$. Each discarded density wave would have lowered the energy, so the truncated energy lies above its limit.

## The response of independent electrons

An electron lifted from $\mathbf k$ to $\mathbf k+\mathbf q$ gains

$$\Delta_{\mathbf k}=\frac{\hbar^2}{2m}(q^2+2\mathbf k\cdot\mathbf q).$$

Summing over the Fermi sphere, with a factor 2 for spin,

$$\chi_0(q,iu)=-2\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{2\Delta_{\mathbf k}}{\Delta_{\mathbf k}^2+\hbar^2u^2}.\qquad(2)$$

Transitions into occupied states are forbidden, yet they may stay in the sum. If $\mathbf k$ and $\mathbf k+\mathbf q$ are both occupied, so are $-\mathbf k-\mathbf q$ and $-\mathbf k$, and the transition between these two has the opposite $\Delta$. The two terms cancel. For $q>2k_F$ there are no forbidden transitions.

For the numerical evaluation let $Q=q/k_F$, $z=Q/2$, $w=mu/(\hbar qk_F)$, and let $t$ be the component of $\mathbf k/k_F$ along $\mathbf q$. A slice of the unit sphere at $t$ has area $\pi(1-t^2)$, and $\Delta_{\mathbf k}=(\hbar^2k_F^2/m)\,Q(z+t)$. Hence $\chi_0=-(mk_F/\pi^2\hbar^2)R$ with

$$R=\frac{1}{4z}\int_{-1}^{1}dt\,\frac{(1-t^2)(z+t)}{(z+t)^2+w^2}.$$

Put $s=z+t$. Polynomial division turns the integrand into

$$2z-s+\frac{(1-z^2+w^2)\,s}{s^2+w^2}-\frac{2zw^2}{s^2+w^2}.$$

Integrating from $z-1$ to $z+1$ gives the Lindhard form

$$R=\frac12+\frac{1-z^2+w^2}{8z}\ln\frac{(1+z)^2+w^2}{(1-z)^2+w^2}-\frac w2\left[\arctan\frac{1+z}{w}+\arctan\frac{1-z}{w}\right].$$

This was tested against direct quadrature over the Fermi sphere.

## The tail and its coefficient

For $q\gg k_F$ the term $2\mathbf k\cdot\mathbf q$ is small beside $q^2$, so $\Delta_{\mathbf k}\to\varepsilon_q$. The remaining integral in (2) counts electrons, and

$$x\to\frac{2nv\,\varepsilon_q}{\varepsilon_q^2+\hbar^2u^2}.\qquad(3)$$

The largest value, at $u=0$, is $2nv/\varepsilon_q$. With the plasmon energy $\hbar\omega_p=\hbar\sqrt{ne^2/(\varepsilon_0m)}$ one finds $nv=(\hbar\omega_p)^2/(2\varepsilon_q)$, so this maximum equals $(\hbar\omega_p/\varepsilon_q)^2$. Once $\varepsilon_q\gg\hbar\omega_p$, the logarithm may be expanded at all frequencies:

$$\ln(1+x)-x=-\frac{x^2}{2}+\frac{x^3}{3}-\dots$$

The second-order term needs one integral. With $\hbar u=\varepsilon_q\tan\theta$,

$$\int_0^\infty\!du\,\frac{4\varepsilon_q^2}{(\varepsilon_q^2+\hbar^2u^2)^2}=\frac{4}{\hbar\varepsilon_q}\int_0^{\pi/2}\!\cos^2\theta\,d\theta=\frac{\pi}{\hbar\varepsilon_q}.$$

One wavevector therefore contributes

$$e_{\mathbf q}=-\frac{\hbar}{2\pi}\cdot\frac12\,n^2v^2\cdot\frac{\pi}{\hbar\varepsilon_q}=-\frac{n^2v^2}{4\varepsilon_q}=-\frac{mn^2e^4}{2\varepsilon_0^2\hbar^2q^6},$$

in agreement with the envelope, factor included. Multiplication by $q^2/(2\pi^2)$ and division by $n$ give the radial integrand per electron, $-mne^4/(4\pi^2\varepsilon_0^2\hbar^2q^4)$. Its integral from $q_c$ to infinity is the energy left out. Writing $E_c$ from here on for the energy per electron and $E_F=\hbar^2k_F^2/2m$,

$$E_c(E_{\rm cut})-E_c(\infty)\simeq K\left(\frac{k_F}{q_c}\right)^3=K\left(\frac{E_F}{E_{\rm cut}}\right)^{3/2},\qquad(4)$$

$$K=\frac{mne^4}{12\pi^2\varepsilon_0^2\hbar^2k_F^3}.$$

Since $n=k_F^3/(3\pi^2)$, the density cancels from $K$. With the hartree $E_h=me^4/(16\pi^2\varepsilon_0^2\hbar^2)$,

$$K=\frac{me^4}{36\pi^4\varepsilon_0^2\hbar^2}=\frac{4}{9\pi^2}E_h.$$

At a fixed cutoff the missing energy per electron is then proportional to $k_F^3$, that is, to the density.

The law can also be read as a count of basis functions. A sphere of radius $q_c$ holds $N_G=Vq_c^3/(6\pi^2)$ plane waves, while $N=Vk_F^3/(3\pi^2)$. Thus $(k_F/q_c)^3=N/(2N_G)$, and the missing energy per electron is $KN/(2N_G)$: halving it takes twice as many plane waves.

## What the estimate left out

**Initial motion.** Keep $\Delta_{\mathbf k}$ in both factors of $x^2$. For two energies $a$ and $b$, partial fractions give

$$\int_0^\infty\!du\,\frac{4ab}{(a^2+\hbar^2u^2)(b^2+\hbar^2u^2)}=\frac{4ab}{b^2-a^2}\,\frac{\pi}{2\hbar}\left(\frac1a-\frac1b\right)=\frac{2\pi}{\hbar(a+b)}.$$

The second-order energy of one wavevector becomes $-\frac12n^2v^2\langle1/(\Delta_{\mathbf k_1}+\Delta_{\mathbf k_2})\rangle$, averaged over two independent electrons of the Fermi sea. The denominator is $2\varepsilon_q(1+\xi)$ with $\xi=(\mathbf k_1+\mathbf k_2)\cdot\mathbf q/q^2$. For $q>2k_F$, $|\xi|<1$ and the geometric series applies. Odd powers average to zero, and

$$\langle\xi^2\rangle=\frac{2\langle(\mathbf k\cdot\mathbf q)^2\rangle}{q^4}=\frac{2\langle k^2\rangle}{3q^2}=\frac25\,\frac{k_F^2}{q^2},\qquad(5)$$

because $\langle k^2\rangle=\frac35k_F^2$. The radial integrand is $-3Kk_F^3q^{-4}$ times $1+\frac25k_F^2/q^2+\dots$. The second term integrates to $3K\cdot\frac25\cdot\frac15(k_F/q_c)^5$, so

$$E_c(E_{\rm cut})-E_c(\infty)=K\left(\frac{E_F}{E_{\rm cut}}\right)^{3/2}\left[1+\frac{6}{25}\frac{E_F}{E_{\rm cut}}+O(E_{\rm cut}^{-2})\right].\qquad(6)$$

**Higher orders.** The cubic term needs $\int_0^\infty du\,8\varepsilon_q^3/(\varepsilon_q^2+\hbar^2u^2)^3=(8/\hbar\varepsilon_q^2)(3\pi/16)$. It contributes

$$\frac{\hbar}{2\pi}\cdot\frac13\,n^3v^3\cdot\frac{3\pi}{2\hbar\varepsilon_q^2}=\frac{n^3v^3}{4\varepsilon_q^2}.$$

Relative to second order this is

$$-\frac{nv}{\varepsilon_q}=-\frac12\left(\frac{\hbar\omega_p}{\varepsilon_q}\right)^2\propto q^{-4}.$$

Screening thus reduces the tail, and enters (6) only in the $O(E_{\rm cut}^{-2})$ term. At $Q=20$, for the density used below, the computed ratio is $-8.81\times10^{-6}$ and this formula gives $-8.80\times10^{-6}$.

**The Pauli principle.** Blocking is absent from the tail if $q_c>2k_F$, or $E_{\rm cut}>4E_F$. The direct RPA also omits the exchange counterparts of these collisions, so $K$ is the coefficient of this approximation, not of the true correlation energy.

## Why second order cannot replace the whole integral

At small $q$ and fixed $w$, $R$ tends to $1-w\arctan(1/w)$, which does not depend on $q$, so $x\propto q^{-2}$. Since $du\propto q\,dw$, the second-order radial integrand behaves as

$$q^2\cdot q\cdot q^{-4}=q^{-1},$$

and its integral diverges logarithmically. Numerically, halving $Q$ from 0.02 to 0.01 multiplies the integrand by 2.0001. The full expression is safe, because $|\ln(1+x)-x|<x$: its radial integrand is bounded by a constant times $q^2\cdot q\cdot q^{-2}=q$. The large-$q$ tail is perturbative; the energy as a whole is not.

## A second case: fourteen electrons in a box

The tail can be checked without a frequency integral. In a periodic cube of side $L$, (1) becomes a sum over discrete $\mathbf q$. For one $\mathbf q$, let $\Delta_i$ be the allowed excitation energies of the doubly occupied orbitals and $\kappa=2v/V$. Then

$$1-v\chi_0=1+\sum_i\frac{2\kappa\Delta_i}{\Delta_i^2+\hbar^2u^2}=\prod_i\frac{\Omega_i^2+\hbar^2u^2}{\Delta_i^2+\hbar^2u^2},$$

where $\Omega_i^2$ are the eigenvalues of the matrix $\Delta_i^2\delta_{ij}+2\kappa\sqrt{\Delta_i\Delta_j}$. The second equality is the determinant of a diagonal matrix plus a product of two vectors. Using $\int_0^\infty dy\ln[(a^2+y^2)/(b^2+y^2)]=\pi(a-b)$,

$$e_{\mathbf q}=\frac12\sum_i(\Omega_i-\Delta_i-\kappa).$$

This is the shift in zero-point energy of the density oscillations, less its first-order part.

Fourteen electrons fill $\mathbf k=0$ and the six shortest nonzero wavevectors, so $\langle k^2\rangle=6/7$ in units of $(2\pi/L)^2$. At $\mathbf q=(12,5,3)\,2\pi/L$, with $q^2=178$ in the same units, the cubic symmetry of the occupied set allows the average in (5), and the expected ratio to the leading tail is

$$1+\frac{2}{3}\cdot\frac{6/7}{178}=1.00321.$$

Diagonalization, at the density used below, gives 1.00315. The formula stops before relative order $q^{-4}$.

## Comparison: truncation and extrapolation in jellium

Take the round density $n=5\times10^{28}\ \mathrm{m^{-3}}$. Then $k_F=1.1397\times10^{10}\ \mathrm{m^{-1}}$, $E_F=4.949$ eV and $\hbar\omega_p=8.303$ eV. The tail constant is $K=1.2254$ eV, or $1.9633\times10^{-19}$ J.

Integrating (1) to infinite $q$, without using the tail law, gives $-1401.58$ meV per electron, or $-2.2456\times10^{-19}$ J. This is the numerical limit of the RPA, not the exact correlation energy of jellium. At 100 eV, (4) predicts

$$1225.4\ \mathrm{meV}\times\left(\frac{4.949}{100}\right)^{3/2}=13.49\ \mathrm{meV}.$$

The integral stopped at this cutoff is in fact 13.64 meV above the limit. The other cutoffs are:

| $E_{\rm cut}$ (eV) | missing (meV) | missing / law (4) |
|---:|---:|---:|
| 50 | 38.90 | 1.0194 |
| 100 | 13.64 | 1.0108 |
| 200 | 4.797 | 1.0057 |
| 400 | 1.691 | 1.0029 |
| 800 | 0.597 | 1.0015 |

The last column approaches 1 as (6) requires: at 400 eV the bracket gives $1+0.24\times4.949/400=1.0030$. At 50 eV it gives 1.0238, noticeably more than 1.0194. There the third-order term in the integrand at the cutoff, $\frac12(8.303/50)^2=0.014$, is already about a third of the momentum term, $0.4\times4.949/50=0.040$, and has the opposite sign. Integrated over the tail, a relative $q^{-4}$ term acquires the factor $3/7$, so third order lowers the ratio by about 0.006. The next term of the geometric series, $\langle\xi^4\rangle=\frac{72}{175}k_F^4/q^4$, is of the same order in $E_{\rm cut}$ and raises it by about 0.002, which leaves the observed gap of about 0.004. The local exponent between neighbouring cutoffs moves from $-1.512$ to $-1.502$.

Two cutoffs suffice to remove the leading error. Multiply (6) by $Q^3$, where $Q=q_c/k_F$:

$$Q^3E_c(Q)=Q^3E_c(\infty)+K+\frac{6K}{25}Q^{-2}+\dots$$

Subtracting the equations for $Q_1<Q_2$ eliminates the constant $K$, so its value is not needed. Since $Q^3\propto E_{\rm cut}^{3/2}$, the estimate is

$$E_X=\frac{E_2^{3/2}E_c(E_2)-E_1^{3/2}E_c(E_1)}{E_2^{3/2}-E_1^{3/2}},$$

$$E_X-E_c(\infty)\simeq\frac{6K}{25}\,\frac{Q_2^{-2}-Q_1^{-2}}{Q_2^3-Q_1^3}<0.\qquad(7)$$

Once the cutoffs are high enough for the $6/25$ term to dominate the neglected ones, the extrapolated value therefore lies slightly below the limit, whereas the truncated energies lie above it. For 100 and 200 eV, $2^{3/2}=2.8284$ and

$$E_X=\frac{2.8284\,(-1396.784)+1387.944}{1.8284}=-1401.62\ \mathrm{meV}.$$

The error falls from 4.80 meV at 200 eV to $-0.038$ meV. The wrong power matters: with $E_{\rm cut}^{-1}$ the same two energies give an error of $2(4.797)-13.637=-4.04$ meV, hardly better than no extrapolation.

Equation (7) predicts $-0.044$ meV for this pair. Its excess over the actual error, relative to the prediction, is 0.28 for the pair 50/100 eV, 0.14 for 100/200 and 0.07 for 200/400. It halves with each doubling of the cutoffs, as a neglected term one power of $E_{\rm cut}$ beyond the $6/25$ term should.

Finally, (4) can be inverted for a chosen error $\delta$:

$$E_{\rm cut}\simeq E_F\left(\frac K\delta\right)^{2/3}.$$

For $\delta=1$ meV per electron this is $4.949\times(1225.4)^{2/3}\approx567$ eV, and the computed error there is 1.002 meV. A tenfold smaller error needs a cutoff $10^{2/3}\approx4.6$ times higher.

The leading law (4) needs a cutoff well above both $E_F$ and $\hbar\omega_p$. Since $\hbar\omega_p/E_F\propto n^{1/2-2/3}=n^{-1/6}$, in a dilute gas the plasmon energy is the stricter of the two. The correction in (6) and the error (7) need $E_{\rm cut}>4E_F$ for the series in $\xi$, and one further condition. The third-order term, $\frac12(\hbar\omega_p/E_{\rm cut})^2$, must be small beside the momentum term, $\frac25E_F/E_{\rm cut}$, which requires $E_{\rm cut}\gg(\hbar\omega_p)^2/E_F$. This energy is only 14 eV at the density used here, below $4E_F\approx20$ eV. It exceeds $\hbar\omega_p$ by the factor $\hbar\omega_p/E_F$, which grows as $n^{-1/6}$, so in a dilute gas it becomes the strictest condition. If the cutoffs are not well above it, the extrapolated energy can lie above the limit instead of below. In an inhomogeneous system $\chi_0$ also couples different wavevectors, and the results (4), (6) and (7) are not established there. The full set of values is in the numerical output below.

## Numbers as computed

```
density n = 5.000e+28 m^-3
density parameter r_s = 3.1821 bohr radii
Fermi wavenumber k_F = 1.13972e+10 m^-1
Fermi energy E_F = 4.9490 eV
plasmon energy = 8.3031 eV
tail constant K = 1.22537 eV = 1.96326e-19 J
RPA limit per electron = -1401.5806 meV = -2.24558e-19 J
change of limit on finer grid = 6.4e-11 meV
cutoff table, energies per electron:
E_cut 50 eV: q_c/k_F 3.1785, E_c -1362.6835 meV
  missing 38.8971 meV, leading law 38.1583 meV, ratio 1.01936
E_cut 100 eV: q_c/k_F 4.4951, E_c -1387.9439 meV
  missing 13.6367 meV, leading law 13.4910 meV, ratio 1.01080
E_cut 200 eV: q_c/k_F 6.3571, E_c -1396.7838 meV
  missing 4.7968 meV, leading law 4.7698 meV, ratio 1.00567
E_cut 400 eV: q_c/k_F 8.9902, E_c -1399.8894 meV
  missing 1.6913 meV, leading law 1.6864 meV, ratio 1.00290
E_cut 800 eV: q_c/k_F 12.7141, E_c -1400.9835 meV
  missing 0.5971 meV, leading law 0.5962 meV, ratio 1.00147
local exponents of the missing energy:
50 to 100 eV: -1.5122
100 to 200 eV: -1.5073
200 to 400 eV: -1.5040
400 to 800 eV: -1.5021
two-point extrapolation with power -3/2:
50/100 eV: -1401.7593 meV
  error -0.17864 meV, predicted -0.24788 meV
100/200 eV: -1401.6185 meV
  error -0.03784 meV, predicted -0.04382 meV
200/400 eV: -1401.5879 meV
  error -0.00723 meV, predicted -0.00775 meV
400/800 eV: -1401.5820 meV
  error -0.00132 meV, predicted -0.00137 meV
error at 100/200 eV with power -1: -4.0430 meV
cutoff estimated for 1 meV error = 566.7 eV
actual error at that cutoff = 1.0021 meV
box, far wavevector: energy/tail law = 1.00315
box, predicted ratio = 1.00321
second order, Q=0.01 over Q=0.02: 2.0001
third/second order at Q=20: -8.8096e-06
predicted third/second order: -8.7963e-06
```
